# Circular K-point phonons with one sublattice at rest in binary honeycombs, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

Take a honeycomb sheet with two kinds of atom, A and B. Send through the A atoms a wave whose wavevector is the zone corner K, with every A atom vibrating along the same line, and hold the B atoms at rest at the start. This looks like a reasonable guess for a lattice mode, but it fails. The forces on the B atoms do not cancel when their coupling to this wave is nonzero, so B starts to move and the assumed pattern is lost. Whoever keeps the guess, with B held fixed, finds the frequency of a true mode but the wrong motion, and so assigns zero angular momentum to a vibration that in truth carries some.

The error matters in semiconducting sheets with band edges at K and at $K'=-K$. An electron that scatters between these valleys changes its wavevector by $-2\mathbf K=\mathbf K-3\mathbf K$. As shown below, $3\mathbf K$ is a reciprocal lattice vector, so the phonon involved sits at a zone corner. The theorem states which motions of the atoms are the true modes there.

### Setting and assumptions

The bond length is $d$. The A atoms sit at $\mathbf R=i\mathbf a_1+j\mathbf a_2$, with integers $i,j$ and

$$\mathbf a_1=d(\sqrt3,0),\qquad \mathbf a_2=d\left(\tfrac{\sqrt3}{2},\tfrac32\right).$$

Each A atom has three B neighbours at $\mathbf R+\boldsymbol\delta_n$, where

$$\boldsymbol\delta_n=d\,\mathbf n_n,\quad \mathbf n_n=(\cos\theta_n,\sin\theta_n),\quad \theta_1=90^\circ,\ \theta_2=210^\circ,\ \theta_3=330^\circ .$$

The unit vector across bond $n$ is $\mathbf t_n=(-\sin\theta_n,\cos\theta_n)$.

The assumptions are these.

1. The sheet is flat, periodic and harmonic. Reflection in its plane reverses out-of-plane displacements and leaves in-plane ones unchanged, so the quadratic energy has no product of the two, and in-plane motion can be treated alone.
2. Forces act between nearest neighbours. With $\boldsymbol\Delta=\mathbf u_B(\mathbf R+\boldsymbol\delta_n)-\mathbf u_A(\mathbf R)$, a bond stores the energy
$$\tfrac12k_L(\mathbf n_n\cdot\boldsymbol\Delta)^2+\tfrac12k_T(\mathbf t_n\cdot\boldsymbol\Delta)^2,\qquad k_L>0,\ k_T\ge0 .$$
3. The masses $m_A$ and $m_B$ are positive.

The zone corner is

$$\mathbf K=\left(\frac{4\pi}{3\sqrt3\,d},\,0\right),\qquad \mathbf K\cdot\mathbf a_1=\frac{4\pi}{3},\qquad \mathbf K\cdot\mathbf a_2=\frac{2\pi}{3}.$$

Three times either product is a multiple of $2\pi$, which shows that $3\mathbf K$ is a reciprocal lattice vector.

Waves are written with the true position of each atom in the phase:

$$\mathbf u_j(\mathbf r,t)=\mathrm{Re}\left[\mathbf e_j\,e^{i(\mathbf q\cdot\mathbf r-\omega t)}\right],\qquad j=A,B .$$

The circular unit vectors are $\mathbf e_\pm=(1,\pm i)/\sqrt2$. To read off their sense, put $\psi=\omega t-\mathbf q\cdot\mathbf r$. Then

$$\mathrm{Re}\left[(1,\pm i)e^{-i\psi}\right]=(\cos\psi,\pm\sin\psi),$$

because $\mathrm{Re}(\pm i e^{-i\psi})=\pm\sin\psi$. As $t$ grows, $\mathbf e_+$ runs anticlockwise and $\mathbf e_-$ clockwise.

### Theorem

Let

$$a=\tfrac32(k_L+k_T),\qquad c=\tfrac32(k_L-k_T).$$

Under the assumptions above, the four in-plane modes at K are as follows.

(a) At $\omega_A^2=a/m_A$ the A atoms move clockwise on circles and the B atoms are at rest.

(b) At $\omega_B^2=a/m_B$ the B atoms move anticlockwise on circles and the A atoms are at rest.

(c) If $c\neq0$, the other two modes combine anticlockwise A motion with clockwise B motion, and their values of $\omega^2$ lie one below and one above both $a/m_A$ and $a/m_B$. If $c=0$, these two motions decouple, with $\omega^2=a/m_A$ and $a/m_B$.

(d) All four frequencies differ if and only if $m_A\ne m_B$ and $k_L\ne k_T$.

Unequal masses alone therefore separate mode (a) from mode (b), but to separate each of them from the remaining modes one also needs $k_L\neq k_T$. Degeneracy here refers to a single wavevector; the point $K'$ is treated at the end of this part.

### Equations of motion

Define the bond matrix $\Phi_n=k_L\mathbf n_n\mathbf n_n^{T}+k_T\mathbf t_n\mathbf t_n^{T}$, so that the bond energy is $\frac12\boldsymbol\Delta^T\Phi_n\boldsymbol\Delta$. Since $\boldsymbol\Delta$ contains $-\mathbf u_A$ and $+\mathbf u_B$, the bond exerts the force $+\Phi_n\boldsymbol\Delta$ on A and $-\Phi_n\boldsymbol\Delta$ on B. Newton's equations are

$$m_A\ddot{\mathbf u}_A(\mathbf R)=\sum_n\Phi_n\left[\mathbf u_B(\mathbf R+\boldsymbol\delta_n)-\mathbf u_A(\mathbf R)\right],$$

$$m_B\ddot{\mathbf u}_B(\mathbf r)=-\sum_n\Phi_n\left[\mathbf u_B(\mathbf r)-\mathbf u_A(\mathbf r-\boldsymbol\delta_n)\right].$$

Insert the waves. Two time derivatives give $-\omega^2$, and a step by $\pm\boldsymbol\delta_n$ gives $e^{\pm i\mathbf q\cdot\boldsymbol\delta_n}$. After multiplication by $-1$,

$$m_A\omega^2\mathbf e_A=\Big(\sum_n\Phi_n\Big)\mathbf e_A-C\,\mathbf e_B,\qquad m_B\omega^2\mathbf e_B=\Big(\sum_n\Phi_n\Big)\mathbf e_B-C^*\mathbf e_A, \tag{1}$$

$$C=\sum_n\Phi_n\,e^{i\mathbf q\cdot\boldsymbol\delta_n}.$$

The second equation contains the complex conjugate $C^*$ because the $\Phi_n$ are real.

### Lemma 1: a bond acting on circular motion

With $s=(k_L+k_T)/2$ and $g=(k_L-k_T)/2$,

$$\Phi_n\mathbf e_\pm=s\,\mathbf e_\pm+g\,e^{\pm2i\theta_n}\mathbf e_\mp .\tag{2}$$

*Proof.* From $\cos^2\theta=(1+\cos2\theta)/2$, $\sin^2\theta=(1-\cos2\theta)/2$ and $\sin\theta\cos\theta=\frac12\sin2\theta$,

$$\mathbf n\mathbf n^T=\tfrac12(I+M),\quad \mathbf t\mathbf t^T=\tfrac12(I-M),\quad M(\theta)=\begin{pmatrix}\cos2\theta&\sin2\theta\\ \sin2\theta&-\cos2\theta\end{pmatrix}.$$

Hence $\Phi_n=sI+gM(\theta_n)$. Acting on $(1,\pm i)$, $M$ gives the first component $\cos2\theta\pm i\sin2\theta=e^{\pm2i\theta}$. The second component is $\sin2\theta\mp i\cos2\theta=\mp i(\cos2\theta\pm i\sin2\theta)=\mp i\,e^{\pm2i\theta}$. So $M\mathbf e_\pm=e^{\pm2i\theta}\mathbf e_\mp$. ∎

The difference between the two spring constants is thus what lets a bond turn one sense of rotation into the other.

### Lemma 2: the restoring force is isotropic

$$\sum_n\Phi_n=a\,I .$$

*Proof.* The doubled angles are $180^\circ$, $420^\circ\equiv60^\circ$ and $660^\circ\equiv300^\circ$. Their cosines add to $-1+\frac12+\frac12=0$ and their sines to $0+\frac{\sqrt3}2-\frac{\sqrt3}2=0$. So $\sum_nM(\theta_n)=0$, and what remains is $3sI=\frac32(k_L+k_T)I$. ∎

### Lemma 3: the coupling at K

At $\mathbf q=\mathbf K$,

$$C\mathbf e_+=0,\qquad C\mathbf e_-=-c\,\mathbf e_+,\qquad C^*\mathbf e_-=0,\qquad C^*\mathbf e_+=-c\,\mathbf e_- .\tag{3}$$

*Proof.* Let $\varphi_n=\mathbf K\cdot\boldsymbol\delta_n=\frac{4\pi}{3\sqrt3}\cos\theta_n$. The cosines $0,-\frac{\sqrt3}2,+\frac{\sqrt3}2$ give

$$\varphi_1=0,\qquad\varphi_2=-\tfrac{2\pi}3,\qquad\varphi_3=+\tfrac{2\pi}3 .$$

In all three cases $\varphi_n+\theta_n$ equals $90^\circ$ up to a full turn, so

$$e^{i\varphi_n}=i\,e^{-i\theta_n}.\tag{4}$$

By equation (2), three sums are needed. The first is

$$\sum_ne^{i\varphi_n}=1+2\cos120^\circ=0 ,$$

which removes the isotropic part $s$. The second is

$$\sum_ne^{i\varphi_n+2i\theta_n}=i\sum_ne^{i\theta_n}=0,$$

since three unit vectors $120^\circ$ apart add to zero. The third is

$$\sum_ne^{i\varphi_n-2i\theta_n}=i\sum_ne^{-3i\theta_n}=i\cdot3i=-3,$$

because $3\theta_n$ is $270^\circ$ up to full turns and $e^{-i270^\circ}=i$. So $C\mathbf e_+=0$ and $C\mathbf e_-=-3g\,\mathbf e_+=-c\,\mathbf e_+$. The last two relations in (3) are the complex conjugates of the first two, with $\mathbf e_\pm^*=\mathbf e_\mp$ and $c$ real. ∎

### Proof of the theorem

Write $\mathbf e_A=\alpha_+\mathbf e_++\alpha_-\mathbf e_-$ and $\mathbf e_B=\beta_+\mathbf e_++\beta_-\mathbf e_-$. Then $C\mathbf e_B=-c\beta_-\mathbf e_+$ and $C^*\mathbf e_A=-c\alpha_+\mathbf e_-$. With $\lambda=\omega^2$, equations (1) separate into

$$m_A\lambda\,\alpha_-=a\,\alpha_-,\qquad m_B\lambda\,\beta_+=a\,\beta_+, \tag{5}$$

$$m_A\lambda\,\alpha_+=a\,\alpha_++c\,\beta_-,\qquad m_B\lambda\,\beta_-=a\,\beta_-+c\,\alpha_+ . \tag{6}$$

The first equation in (5) stands alone. Taking $\alpha_-\neq0$ and all other amplitudes zero solves the whole set with $\lambda=a/m_A$, which is mode (a). In the same way $\beta_+\ne0$ gives mode (b).

For the pair (6), $c\beta_-=(m_A\lambda-a)\alpha_+$ and $c\alpha_+=(m_B\lambda-a)\beta_-$. A nonzero solution requires $(m_A\lambda-a)(m_B\lambda-a)=c^2$. Divide by $m_Am_B$ and define

$$P(\lambda)=\left(\lambda-\frac a{m_A}\right)\left(\lambda-\frac a{m_B}\right)-\frac{c^2}{m_Am_B}=0 .$$

Expanding gives the linear coefficient $-a(1/m_A+1/m_B)$ and the constant term $(a^2-c^2)/(m_Am_B)$. The quadratic formula, with $(x+y)^2-4xy=(x-y)^2$, yields

$$\lambda_\pm=\frac a2\left(\frac1{m_A}+\frac1{m_B}\right)\pm\sqrt{\frac{a^2}4\left(\frac1{m_A}-\frac1{m_B}\right)^2+\frac{c^2}{m_Am_B}} .\tag{7}$$

At $\lambda=a/m_A$ and at $\lambda=a/m_B$ the product in $P$ vanishes, leaving $P=-c^2/(m_Am_B)$. For $c\neq0$ this is negative. An upward parabola is negative only between its roots, so both values lie strictly between $\lambda_-$ and $\lambda_+$. This proves (c).

If $c\ne0$ and $m_A\neq m_B$, the four values are therefore distinct. If $m_A=m_B$, modes (a) and (b) coincide. If $c=0$, equation (7) returns $a/m_A$ and $a/m_B$ again, so each value occurs twice. This proves (d). ∎

### Why the resting atom feels no net force

In mode (a), the neighbour of a B atom across bond $n$ has the amplitude $e^{-i\varphi_n}\mathbf e_-$ relative to the phase at B. Its component along the bond is

$$(\mathbf n_n\cdot\mathbf e_-)e^{-i\varphi_n}=\frac{e^{-i\theta_n}}{\sqrt2}\left(-i\,e^{i\theta_n}\right)=-\frac i{\sqrt2},$$

where (4) was conjugated. The transverse component follows from $\mathbf t_n\cdot\mathbf e_-=(-\sin\theta_n-i\cos\theta_n)/\sqrt2=-ie^{-i\theta_n}/\sqrt2$, and is

$$(\mathbf t_n\cdot\mathbf e_-)e^{-i\varphi_n}=-\frac1{\sqrt2}.\tag{8}$$

Neither depends on $n$. At each instant the three bonds at B are stretched equally and turned equally. The three forces have equal size and point $120^\circ$ apart, so they cancel. The atom rests because it is pulled evenly, with its bonds under changing load.

### Limits, and the opposite corner

For equal masses, modes (a) and (b) share one frequency, and any mixture of them is also a mode. A resting sublattice is then one choice among many. For $k_L=k_T$ the sublattices decouple at K, and each may move in any polarization.

For $k_T=0$, the constant term of $P$ vanishes, since $a^2-c^2=9k_Lk_T$. Then $\lambda_-=0$: one coupled mode has no restoring force. A cell has three bonds and four in-plane coordinates, so stretching springs alone cannot resist every motion. Modes (a) and (b) keep finite frequencies in this limit.

Complex conjugation of (1) turns a solution at $\mathbf K$ into one at $-\mathbf K$ with the same $\omega^2$. It also exchanges $\mathbf e_+$ and $\mathbf e_-$, so at $K'$ both senses are reversed. Add the A modes of the two corners with equal amplitude $r$:

$$\mathbf u_A=2r\cos\omega t\,\left(\cos\mathbf K\cdot\mathbf R,\ \sin\mathbf K\cdot\mathbf R\right).$$

This uses $\cos(x-y)+\cos(x+y)=2\cos x\cos y$ and $\sin(x-y)+\sin(x+y)=2\sin x\cos y$. The A atoms now move on straight lines and B still rests, but the lines turn by multiples of $120^\circ$ from cell to cell. The guess made at the outset fails because, at K, motion along one common line contains an anticlockwise part, which drives B when $c\neq0$.

## Part II. Angular momentum, scope and numbers

The following is carried over from Part I. Bonds of length $d$ point from A to B at $\theta_n=90^\circ,210^\circ,330^\circ$, with unit vectors $\mathbf n_n$ along and $\mathbf t_n$ across them. The spring constants are $k_L$ and $k_T$, and

$$a=\tfrac32(k_L+k_T),\quad c=\tfrac32(k_L-k_T),\quad s=\tfrac12(k_L+k_T),\quad g=\tfrac12(k_L-k_T)=\tfrac c3 .$$

The vectors $\mathbf e_\pm=(1,\pm i)/\sqrt2$ describe anticlockwise (+) and clockwise (−) motion. The phases $\varphi_n=\mathbf K\cdot\boldsymbol\delta_n$ are $0,-\frac{2\pi}3,+\frac{2\pi}3$ and obey $e^{i\varphi_n}=ie^{-i\theta_n}$. At K, A moves clockwise with B at rest at $\omega_A^2=a/m_A$, and B moves anticlockwise with A at rest at $\omega_B^2=a/m_B$. The amplitudes $\alpha_+$ (A anticlockwise) and $\beta_-$ (B clockwise) are coupled by $c$.

### Proposition 1: one quantum carries $\hbar$

In either mode, let the moving atoms have mass $m$, frequency $\omega$ and radius $r$. Then the energy per moving atom is $E=mr^2\omega^2$, and the angular momentum about its own site has magnitude $E/\omega$.

*Proof.* The speed is $r\omega$, so the kinetic energy is $\frac12mr^2\omega^2$. For a quadratic potential, the total potential energy is $-\frac12\sum\mathbf u\cdot\mathbf F$. A moving atom has $\mathbf F=-m\omega^2\mathbf u$, which contributes $\frac12mr^2\omega^2$; a resting atom has $\mathbf u=0$ and contributes nothing. The sum is $mr^2\omega^2$. The angular momentum is radius times momentum, $mr^2\omega=E/\omega$. ∎

In quantum terms, consider a coherent state of this one mode with mean phonon number $\nu$. It has the energy $\nu\hbar\omega$ above the ground state and follows the classical motion, so its angular momentum is $\nu\hbar$ in magnitude. The angular momentum is bilinear in displacements and velocities, and its diagonal part is therefore linear in the phonon number. The coherent state fixes the coefficient: each quantum adds $-\hbar$ for the A mode at K and $+\hbar$ for the B mode. This is the angular momentum of atoms about their equilibrium sites. With one quantum per cell, $mr^2\omega^2=\hbar\omega$ gives

$$r=\sqrt{\frac{\hbar}{m\omega}} .\tag{9}$$

For nearest-neighbour springs, the modes at K include one with A circling clockwise and B at rest and one with B circling anticlockwise and A at rest, and each quantum of either carries angular momentum of magnitude $\hbar$. It remains to see whether the resting sublattice survives other forces, how disturbances set it moving, and what the numbers are in an example.
